# Unheated Resistance of a Self-Heated Metal Line by Extrapolation

## Definitions and conventions

A metal line carries a steady direct current \(I\). Two separate contacts, which carry no current, measure the voltage \(V\) along it. The resistance in these notes is the ratio

\[
R=\frac{V}{I},
\]

and not the derivative \(dV/dI\). The chuck under the sample is held at temperature \(T_c\). The line is hotter, with mean temperature \(T\), and its temperature rise is \(u=T-T_c\).

Two assumptions define the model.

1. **Linear resistance law.** With a reference temperature \(T_{\rm ref}\),
\[
R(T)=R_{\rm ref}\,[1+\alpha_{\rm ref}(T-T_{\rm ref})].
\]
2. **Constant thermal resistance.** The rise is proportional to the dissipated power \(P=IV=I^2R\):
\[
u=\theta P ,
\]
where \(\theta\) depends neither on temperature nor on current.

For a line of uniform cross-section, the resistance is an integral of the local resistivity along the length. If the resistivity is linear in temperature, this integral depends on the mean temperature alone, which is why \(T\) is defined as the mean.

The unheated resistance is \(R_c=R(T_c)\). It differs from \(R_{\rm ref}\) unless \(T_c=T_{\rm ref}\) or \(\alpha_{\rm ref}=0\). The formulas hold in any consistent system of units, atomic units included. The example uses engineering units.

## Moving the reference to the chuck temperature

Write \(T-T_{\rm ref}=(T_c-T_{\rm ref})+u\) in the resistance law:

\[
R=R_{\rm ref}[1+\alpha_{\rm ref}(T_c-T_{\rm ref})]+R_{\rm ref}\alpha_{\rm ref}u
=R_c+R_{\rm ref}\alpha_{\rm ref}u .
\]

Define \(\alpha_c=\alpha_{\rm ref}R_{\rm ref}/R_c\). Then

\[
R=R_c(1+\alpha_c u),\qquad
\frac{dR}{dT}=R_c\alpha_c=R_{\rm ref}\alpha_{\rm ref}.
\]

The slope \(dR/dT\) is the same for every reference temperature. The coefficient \(\alpha\) is not, because it is that slope divided by the resistance at the chosen reference.

## The straight line

The heat balance gives \(u=\theta I^2R\). The power contains the heated resistance \(R\). For \(\alpha_c>0\), heating therefore raises the resistance and, at fixed current, the power as well. Inserting \(u\) in the resistance law gives

\[
R=R_c+R_c\alpha_c\theta I^2R .
\]

Both \(R\) and \(R_c\) are positive, so we may divide by \(RR_c\):

\[
\frac1{R_c}=\frac1R+\alpha_c\theta I^2 .
\]

Therefore

\[
\boxed{\;\frac1R=\frac1{R_c}-\alpha_c\theta\,I^2\;}
\]

A plot of \(1/R\) against \(I^2\) is a straight line with intercept \(1/R_c\) and slope \(-\alpha_c\theta\). No expansion in small heating was made. Within the two assumptions, the line stays straight even when the resistance has changed strongly.

The equation before the division can also be read as

\[
R=R_c+R_c\alpha_c\theta P,
\]

so \(R\) is linear in power with the same unheated resistance as intercept. In that plot an error in \(V\) enters both coordinates, since \(P=IV\). In the plot against \(I^2\) it enters one.

## Limits and range of validity

For \(\alpha_c>0\), define

\[
I_c=\frac1{\sqrt{R_c\alpha_c\theta}},\qquad x=\frac{I^2}{I_c^2}.
\]

The result becomes

\[
R=\frac{R_c}{1-x}=R_c(1+x+x^2+\cdots),\qquad 0\le x<1 .
\]

The term \(x\) is the fractional rise of \(R\) that the power \(I^2R_c\) of the unheated resistance would cause. The later terms are the feedback. For weak heating the fractional excess of \(R\) over \(R_c\) is about \(x\), so keeping it below a small number \(\epsilon\) requires \(I\lesssim I_c\sqrt\epsilon\).

To see what happens near \(I_c\), give the line a heat capacity \(C\) and let \(\tau=\theta C\). Then

\[
C\frac{du}{dt}=I^2R_c(1+\alpha_cu)-\frac u\theta .
\]

Multiplying by \(\theta\) and collecting the terms in \(u\),

\[
\tau\frac{du}{dt}=\theta I^2R_c-(1-x)u .
\]

For \(x<1\) the steady rise is \(u_s=\theta I^2R_c/(1-x)\), and a disturbance \(\delta=u-u_s\) obeys \(\tau\,d\delta/dt=-(1-x)\delta\). It decays, more slowly as \(I\) approaches \(I_c\). At \(x=1\) the rise grows linearly in time, and for \(x>1\) it grows exponentially. The straight line reaches \(1/R=0\) at this limit. A real line may melt, or leave the linear law, before that.

If \(\alpha_c<0\), the slope is positive and heating lowers \(R\). The extrapolation is unchanged, but this instability is absent.

## Extracting the parameters

**Unheated resistance from two readings.** Let \(R_1\) and \(R_2\) be measured at \(I_1<I_2\):

\[
\frac1{R_1}=\frac1{R_c}-\alpha_c\theta I_1^2,\qquad
\frac1{R_2}=\frac1{R_c}-\alpha_c\theta I_2^2 .
\]

Multiply the first by \(I_2^2\) and the second by \(I_1^2\), then subtract. The slope terms cancel:

\[
\frac1{R_c}=\frac{I_2^2/R_1-I_1^2/R_2}{I_2^2-I_1^2}.
\]

An error in \(1/R_1\) enters the result multiplied by \(I_2^2/(I_2^2-I_1^2)\), which is large when the two currents are close. For \(I_2=2I_1\) the factor is \(4/3\). With more than two readings, a least-squares line uses them all.

**Thermal resistance.** The slope alone gives the product \(\alpha_c\theta\). Separating it needs \(dR/dT\), which follows from repeating the sweep at a second chuck temperature \(T_c'\), with intercept \(1/R_c'\):

\[
\frac{dR}{dT}=\frac{R_c'-R_c}{T_c'-T_c}.
\]

Since \(\alpha_c=(dR/dT)/R_c\),

\[
\theta=-\frac{(\text{slope})\,R_c}{dR/dT}.
\]

## Worked example: a narrow copper line

The line is 100 nm wide, 200 nm thick and 100 µm long, with 2 µm of oxide between it and the silicon. The material values are rough typical ones: resistivity 2.50 µΩ cm at \(T_{\rm ref}=300\) K and \(\alpha_{\rm ref}=0.0030\) K⁻¹. The thermal resistance is set to \(\theta=5.00\) K/mW.

The cross-section is \(0.100\times0.200=0.0200\) µm², so \(R_{\rm ref}=125.0\) Ω. With the chuck at 320 K,

\[
R_c=125.0\,(1+0.0030\times20)=132.5\ \Omega,\qquad
\frac{dR}{dT}=125.0\times0.0030=0.375\ \Omega/\mathrm K .
\]

To imitate a measurement without using the derived line, the time-dependent heat balance was integrated by a Runge–Kutta method from \(u=0\) for a time \(40\tau\) at each current. The final values are:

| \(I\) (mA) | \(R\) (Ω) | \(u\) (K) | \(1/R\) (mS) |
|---|---|---|---|
| 2 | 133.501 | 2.67 | 7.4906 |
| 3 | 134.774 | 6.06 | 7.4198 |
| 4 | 136.598 | 10.93 | 7.3208 |
| 5 | 139.016 | 17.38 | 7.1934 |
| 6 | 142.091 | 25.58 | 7.0377 |
| 7 | 145.905 | 35.75 | 6.8538 |
| 8 | 150.568 | 48.18 | 6.6415 |

The digits serve to follow the arithmetic; the rough material values do not justify them. The readings at 4 and 8 mA give

\[
\frac1{R_c}=\frac{64\times7.3208-16\times6.6415}{64-16}=7.547\ \mathrm{mS},
\qquad R_c=132.5\ \Omega .
\]

A least-squares line through all seven readings gives the same intercept and a slope of \(-0.01415\) mS/mA², which equals \(-14.15\) W⁻¹.

The lowest reading, at 2 mA, exceeds \(R_c\) by 0.76 %. Taken as the unheated value, it would lower every inferred temperature rise by \(1.001/0.375=2.67\) K, with \(dR/dT\) held fixed.

A second sweep with the chuck at 340 K extrapolates to 140.0 Ω. Hence \(dR/dT=(140.0-132.5)/20=0.375\) Ω/K, and

\[
\theta=\frac{14.15\times132.5}{0.375}=5.00\times10^3\ \mathrm{K/W}=5.00\ \mathrm{K/mW}.
\]

The limiting current is \(I_c=(0.375\times5000)^{-1/2}\) A \(=23.1\) mA. To keep the excess of \(R\) over \(R_c\) below 0.1 %, the current would have to stay below about \(23.1\sqrt{0.001}=0.73\) mA. If both assumptions are carried far beyond the sweep, the line reaches 1360 K, roughly the melting point of copper, at 20 mA. Melting before \(I_c\) is not special to these numbers: a steady rise \(u\) corresponds to \(x=\alpha_cu/(1+\alpha_cu)<1\), so the model passes every finite temperature below \(I_c\).

## Two plots that miss the intercept

**Resistance against current squared.** The function \(1/(1-x)\) has second derivative \(2/(1-x)^3>0\), so the plot curves upward. A least-squares line crosses such a curve twice within the fitted range and lies below it outside. Its intercept is too low: 132.13 Ω here, an error of \(-0.28\) % relative to \(R_c\).

**Inverse differential resistance.** Suppose the current is changed slowly enough for the temperature to follow. From \(V=R_cI/(1-x)\) and \(dx/dI=2x/I\),

\[
\frac{dV}{dI}=R_c\left[\frac1{1-x}+\frac{2x}{(1-x)^2}\right]
=R_c\,\frac{1+x}{(1-x)^2}.
\]

At 8 mA this is 191.6 Ω, while \(V/I\) is 150.6 Ω. The inverse is

\[
R_c\left(\frac{dV}{dI}\right)^{-1}=\frac{(1-x)^2}{1+x}=x-3+\frac4{1+x},
\]

which is also curved upward. A straight fit gives an intercept too low in inverse resistance, hence a resistance too high: 133.6 Ω, an error of \(+0.84\) %. For this sweep, that is worse than taking the 2 mA reading of \(V/I\) as unheated.

## Is the thermal resistance reasonable?

Replace the line by a cylinder of equal perimeter, with radius \(r=(100+200)/\pi=95\) nm. Its axis is at height \(H=2.1\) µm above the silicon, whose surface is taken to be at \(T_c\). The oxide, of conductivity \(k\), is taken to extend upward without limit.

Place a line source at height \(a=\sqrt{H^2-r^2}\) and an equal sink at \(-a\). With \(L\) the line length, their temperature field is

\[
u=\frac{P}{2\pi kL}\ln\frac{d_-}{d_+},
\]

where \(d_+\) and \(d_-\) are the distances to source and sink. It vanishes on the silicon surface. On the cylinder, \(y^2+(z-H)^2=r^2\), so \(y^2+z^2=2Hz-a^2\), and

\[
d_\mp^2=y^2+(z\pm a)^2=2z(H\pm a).
\]

Thus \(d_-/d_+=\sqrt{(H+a)/(H-a)}=(H+a)/r\), since \(H^2-a^2=r^2\). This is constant, so the cylinder is an isotherm, and

\[
\theta=\frac{1}{2\pi kL}\ln\frac{H+a}{r}=\frac{\operatorname{arcosh}(H/r)}{2\pi kL}.
\]

With \(k=1.3\) W/(m K) this gives 4.6 K/mW, close to the chosen value. The estimate depends on the idealised geometry: the true rectangular cross-section gives 4.7 K/mW, an oxide that ends at an insulated surface 1 µm above the line gives about 5.2 K/mW, and conduction through a silicon wafer adds roughly 1 %.

## What the model neglects

Each effect below was added separately and the same seven currents were fitted again with a straight line. The apparent \(\theta\) is minus the slope divided by the original \(\alpha_c\).

**Cooling through the ends.** Let the ends be held at \(T_c\), and let \(z\) now run along the line from its centre. With metal thermal conductivity \(\kappa\) and cross-section \(A\), the local balance is

\[
\kappa A u''-\frac{u}{\theta L}+\frac{I^2R_c}{L}(1+\alpha_cu)=0 .
\]

Multiplying by \(\theta L\) and setting \(\lambda^2=\kappa A\theta L\),

\[
\lambda^2u''-(1-x)u+\theta I^2R_c=0 .
\]

For weak heating, \(x\ll1\), the solution that vanishes at \(z=\pm L/2\) is

\[
u=\theta I^2R_c\left[1-\frac{\cosh(z/\lambda)}{\cosh s}\right],\qquad s=\frac{L}{2\lambda}.
\]

Averaging over the length multiplies \(\theta\) by \(1-\tanh(s)/s\). The Wiedemann–Franz law gives \(\kappa=295\) W/(m K), so \(\lambda=1.72\) µm and the factor is 0.966. A finite-difference solution over the full sweep gives an apparent \(\theta\) lower by 3.2 %, but shifts \(R_c\) by \(-0.004\) %. The local loss term assumes that the oxide carries no heat along the line, which requires \(\lambda\) to be large against \(H\). Here it is not, and the end effect is underestimated: with three-dimensional conduction in the oxide the factor is about 0.96 and the apparent \(\theta\) is lower by about 4 %, while the shift of \(R_c\) stays below 0.005 % in magnitude.

**Oxide conductivity.** Suppose it rises by 0.10 % per kelvin, a rough value, so that \(k=k_0(1+cu)\). The heat flow is then governed by \(\int k\,du\), and the balance becomes \(\theta P=u+cu^2/2\). The apparent \(\theta\) falls by 2.4 %, and \(R_c\) shifts by \(+0.05\) %.

**Curved resistance law.** The phonon resistivity was taken from the Bloch–Grüneisen formula with a Debye temperature of 340 K, scaled to keep \(dR/dT\) at \(T_c\). The apparent \(\theta\) falls by 0.6 %, and \(R_c\) shifts by \(+0.01\) %. This shows the rough size of a curvature effect, not its sign for real copper: the formula curves slightly downward in this range, while the measured resistivity of bulk copper is nearly straight or curves slightly upward.

**Voltage offset.** A constant thermoelectric offset of 5 µV shifts \(R_c\) by \(+0.0015\) %. Half the difference of the voltages at \(+I\) and \(-I\) removes it.

The four shifts of \(R_c\) add up to less than 0.07 % in magnitude, against the 0.76 % error of the lowest reading. For the first three effects, the intercept is insensitive because the change they make in \(R\) vanishes as \(I\to0\); what remains is the error of drawing a straight line through a slightly curved plot. The slope has no such protection. The voltage offset is different: its contribution to \(V/I\) grows as \(I\) falls, and it is small here only because 5 µV is small against the measured voltages, the lowest of which is 0.27 V.

## Comparison with real lines

The dimensions and material values are in the range of narrow copper interconnects. The current density at 8 mA, 40 MA/cm², is far above service values, which are roughly 1 MA/cm², so it suits a short test only. The response time of the oxide is roughly 5 µs, its thickness squared divided by its thermal diffusivity. The rise has a slow tail: for oxide extending upward without limit, 99 % of it is reached after about 70 µs at constant power, and after about 80 µs at a fixed current of 8 mA, where the feedback slows the approach. At one millisecond less than 0.1 % is missing, so millisecond readings are steady as far as the oxide is concerned. Of the four effects sized here, end cooling and oxide conductivity change the apparent \(\theta\) most in this example: together they lower it by 5.5 % with the local balance, and by somewhat more when heat flow along the oxide is included, but they move \(R_c\) by only about 0.04 %. Electromigration can change the line permanently during the sweep, which the model excludes. Repeating the first reading at the end, with the chuck temperature unchanged, shows whether the resistance has drifted.

All numerical values are calculated from the stated model.
